# Estimating the polar oxygen displacement in hafnia from its polarization

A polarization of 50 uC/cm2 in a hafnia cell of 134 Å$^3$, carried by four oxygens of effective charge $-2.5e$, corresponds to a mean oxygen displacement of about 0.42 Å, directed against the polarization:

$$
u=-\frac{P\,\Omega}{N Z e}\approx-0.42\ \text{Å}.
$$

Here $P$ is the polarization, $\Omega$ the cell volume, $N=4$ the number of active oxygens, $Z=2.5$ the magnitude of their effective charge in units of the elementary charge $e>0$, and $u$ is positive along $P$.

## The estimate on one line of arithmetic

Polarization is dipole moment per volume, so the cell dipole is $P\Omega$. With $P=0.500$ C/m$^2$ and $\Omega=1.34\times10^{-28}$ m$^3$,

$$
P\Omega=6.70\times10^{-29}\ \text{C m}=4.18\ e\,\text{Å}.
$$

The active oxygens together carry $-4\times2.5\,e=-10e$. Dividing gives $u=-4.18/10=-0.418$ Å.

This leaves three questions. Which charge belongs in the formula, relative to what is the displacement measured, and is the polarization of a crystal unique enough to be inverted?

## Polarization as a change along a path

Start from a nonpolar reference structure and move the atoms continuously to the polar one, at fixed cell and zero macroscopic field, with the crystal insulating throughout. $P$ denotes the polarization change along this path. For motion along the polar axis, the Born effective charge of atom $i$ is the slope

$$
Z_i^*=\frac{\Omega}{e}\frac{\partial P}{\partial u_i}.
$$

Sideways motions can also contribute through off-diagonal charges; they are neglected here, although in the real polar structure the sideways shifts of the active oxygens from their fluorite sites (roughly 0.3 and 0.6 Å) are as large as the axial one, so this neglect is not known to be small. Let the atoms follow the straight path $su_i$, with $s$ running from 0 to 1. The chain rule gives

$$
P=\int_0^1\sum_i\frac{\partial P}{\partial u_i}u_i\,ds
=\frac e\Omega\sum_i\bar Z_i u_i,\qquad
\bar Z_i=\int_0^1 Z_i^*(s)\,ds .
$$

The estimate therefore needs the path average $\bar Z_i$, which may differ from the Born charge of the reference structure.

## Where the Berry phase enters

The electronic part of $P$ follows from the positions of Wannier functions. Take one filled band in one dimension, with period $a$ and Bloch states $\psi_k=e^{ikx}u_k(x)$, where $u_k$ is normalized over one cell. (The subscript $k$ distinguishes this function from a displacement.) The Wannier function of the home cell is

$$
w(x)=\frac a{2\pi}\int_0^{2\pi/a}e^{ikx}u_k(x)\,dk .
$$

Since $xe^{ikx}=-i\partial_k e^{ikx}$, integration by parts gives

$$
xw=\frac a{2\pi}\int_0^{2\pi/a}e^{ikx}\,i\partial_k u_k\,dk .
$$

The boundary term vanishes because phases are chosen so that $\psi_{k+2\pi/a}=\psi_k$. For cell-periodic functions $f$ and $g$, the overlap of $e^{ikx}f$ with $e^{ik'x}g$ is $(2\pi/a)\,\delta(k-k')\langle f|g\rangle$ for $k,k'$ in this zone. One factor $a/2\pi$ then cancels, leaving the centre

$$
\bar x=\langle w|x|w\rangle=\frac a{2\pi}\int_0^{2\pi/a}\langle u_k|i\partial_k u_k\rangle\,dk .
$$

The integral is a Berry phase. In a long finite sample, the electronic dipole is $-e$ times the sum of $\langle x\rangle$ over occupied states. This sum is unchanged if those states are recombined into localized ones, which deep inside are the bulk Wannier functions. If no end state changes its occupation during the motion, the dipole change per cell is thus the motion of the ion cores and Wannier centres.

A generic chain shows the content of this result; it is not a model of hafnia's band structure. Cations with core charge $+2e$ and anions with neutral cores alternate with period $a=4.0$ Å, and the anion row is offset sideways by 1.2 Å. Two electrons per cell, of opposite spin, fill the lower band. The on-site energies differ by $E_0=6.0$ eV, and the hopping decays with distance as $e^{-d/\lambda}$, with $\lambda=0.8$ Å and $t=1.0$ eV between nearest neighbours in the symmetric position.

With the cations fixed, the cell dipole changes by $-2e\,\Delta\bar x$. Moving the anions by 0.40 Å gives $-0.9249\ e$Å from the Berry phase. The dipoles of finite open chains give the same number, as does the integral of the Born charge.

## Why the effective charge can exceed the formal charge

The anion's Born charge in the symmetric chain is $-2.32e$, although its formal charge is $-2e$. To leading order in $t/E_0$, each electron has weight $w_0=(t/E_0)^2=1/36$ on each neighbouring cation. If the anion moves right by $u$, the right bond shortens and the left one lengthens. The weights become $w_0(1\pm2gu)$ to first order, where

$$
g=\frac{a/2}{d\lambda}=\frac{2.0}{2.33\times0.8}=1.07\ \text{Å}^{-1},
\qquad d=\sqrt{2.0^2+1.2^2}=2.33\ \text{Å}.
$$

Relative to the anion, the neighbours lie at $+(a/2-u)$ and $-(a/2+u)$. The Wannier centre is therefore displaced from the anion by

$$
w_0(1+2gu)\left(\frac a2-u\right)-w_0(1-2gu)\left(\frac a2+u\right)
=2w_0(ag-1)u .
$$

Adding the anion's own motion $u$ and multiplying by the two electrons' charge gives

$$
Z^*\approx-2\left[1+2w_0(ag-1)\right]\approx-2.37 ,
$$

close to the full value. The term with $g$ is charge moving from one bond to the other. If the hopping is frozen while the anion moves, $g=0$ and the estimate is $-1.89$; the full calculation gives $-1.91$. In this chain, the excess over 2 comes from the changing hopping.

The path average over 0.40 Å is $-2.31e$, so using the starting charge would return 0.398 Å, an error of about 0.5% of the true displacement. This small error belongs to the chain and does not establish a similar error for hafnia.

## Relative to what do the oxygens move?

Moving every atom of a neutral crystal by the same amount carries the electrons along and changes no dipole per cell. Hence $\sum_iZ_i^*=0$ at every point of the path, and $\sum_i\bar Z_i=0$. Let the active oxygens have total charge $Q$, in units of $e$; all other atoms together have $-Q$. Define charge-weighted means

$$
\bar u_{\rm act}=\frac1Q\sum_{\rm act}\bar Z_iu_i,\qquad
\bar u_{\rm rest}=\frac1{-Q}\sum_{\rm rest}\bar Z_iu_i .
$$

Then

$$
P=\frac e\Omega\left(Q\bar u_{\rm act}-Q\bar u_{\rm rest}\right)
=\frac{eQ}{\Omega}(\bar u_{\rm act}-\bar u_{\rm rest}).
$$

With $Q=-NZ$, solving for the difference gives the opening formula, and $u$ means $\bar u_{\rm act}-\bar u_{\rm rest}$. For equal active charges, $\bar u_{\rm act}$ is the ordinary average. The other mean contains charges of both signs, so it is not the ordinary average of the remaining atoms' displacements.

If the hafnium atoms and the other four oxygens stay at rest, $u$ is simply the active oxygens' displacement. If those other oxygens, also with charge $-2.5e$, move by 0.02 Å relative to hafnium, the inferred active displacement changes by 0.02 Å. It becomes smaller in magnitude if both groups move the same way and larger if they move oppositely.

The value 0.418 Å (0.0418 nm) is measured from the nonpolar reference. Opposite polar states on this path are separated by twice as much, 0.836 Å. Averaged over all eight oxygens, four of them at rest, the displacement is 0.209 Å.

## The branch must match the path

Wannier centres are defined up to a lattice vector. For spin-paired electrons and even core charges, the polarization of a given structure is therefore defined modulo

$$
P_q=\frac{2ec}{\Omega}=120.8\ \text{uC/cm2},
$$

using a rough polar axis $c=5.05$ Å. The value 50 uC/cm2 has a neighbour at $50-120.8=-70.8$ uC/cm2. Inserting that number with the same $Z$ would give $+0.592$ Å, although the atomic structure has not changed. The formula requires the polarization change, displacement and mean charge of one and the same path.

The chain shows why a constant charge fails over long paths. Its band energies are $\pm\sqrt{(E_0/2)^2+|f_k|^2}$, where $f_k$ is the hopping sum, so the gap never closes. When the anion row advances by a full period, the Hamiltonian returns to itself and the Wannier centre must advance by an integer number of periods. Reducing all hoppings continuously to zero keeps the gap open and cannot change this integer. At zero hopping, the electrons sit on the anion and advance by one period. The mean charge over the cycle is therefore $-2e$. Outside the two 0.40 Å stretches next to the symmetric position, the mean is $-1.92e$, which balances the larger charge within them.

## Comparison with films and neglected effects

The inputs are rough values for polar orthorhombic hafnia. A polarization of 50 uC/cm2 is the scale of an ideal single crystal with its polar axis along the field; polycrystalline capacitor films often show remanent values nearer 20 uC/cm2. One possible reason is that the polar axes of the grains do not all lie along the field. Suppose the grain axes are random and fixed, every grain is poled towards the field, and the electric and elastic coupling between grains is neglected. The mean projection is

$$
\langle\cos\theta\rangle=\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\frac12 ,
$$

so the film would show 25 uC/cm2. Inserting this reading directly would give 0.209 Å, half the displacement within each grain. Nonpolar grains or incomplete switching would lower the reading further.

Other changes, each with the remaining inputs held fixed, are:

- **Effective charge.** Charges of 2.3 and 2.7 give 0.455 and 0.387 Å. These charges illustrate the sensitivity and do not bound the error: 2.5 is an assumed value, not a path average computed for hafnia, and the true average may lie outside this range. Diffraction coordinates for the isostructural polar orthorhombic zirconia put the active oxygens about 0.54 Å along the polar axis from their fluorite sites. With 50 uC/cm2, such a shift implies a mean charge near 1.9, below this range, while $Z=2.5$ would give about 64 uC/cm2. The 0.42 Å is therefore an estimate of scale, probably on the low side, not a structural measurement.
- **Applied field.** At 3 MV/cm and relative permittivity 30, the linear polarization $\varepsilon_0(\varepsilon_r-1)E$ is 7.7 uC/cm2. Leaving it in adds 0.064 Å; a raw capacitor reading also contains $\varepsilon_0E$, which raises the linear part to 8.0 uC/cm2 and the error to 0.067 Å.
- **Leakage.** A current of 0.01 A/cm2 for 100 microseconds adds 1 uC/cm2 to a switching charge $2P$, hence 0.5 uC/cm2 to $P$ and 0.004 Å to the displacement.
- **Thermal expansion.** Heating by 100 K, with a linear coefficient of $6\times10^{-6}$ K$^{-1}$, changes the result by less than 0.001 Å through the volume.

Thermal vibration is a spread about the mean. For a harmonic oscillator, the potential energy is half the total, so $\tfrac12m\omega^2\langle x^2\rangle=\tfrac12\hbar\omega(\bar n+\tfrac12)$, where $\bar n$ is the mean number of quanta. An oxygen with a 40 meV quantum at 300 K has an rms displacement of 0.071 Å along one axis. In the harmonic approximation this does not shift the mean.

The zero-field condition also matters. Without compensating charge on the electrodes, the normal displacement field vanishes, $\varepsilon_0\varepsilon_rE+P=0$, which gives a field of magnitude 18.8 MV/cm. This linear extrapolation far exceeds a rough breakdown field of 4 MV/cm, so a uniformly polarized film at this $P$ needs compensation. Imperfect compensation leaves a residual field whose effect is not included in the 0.42 Å.

A measured displacement, combined with $P$, tests the assumed charge and branch; a value near 0.54 Å, as in polar zirconia, points to a path-averaged charge near 2 rather than 2.5. It would not by itself identify the route taken during switching. The numerical output below lists the inputs and the computed results; the leading-order estimates for the chain are worked by hand above.

## Computed values

```
GENERIC CHAIN
period: 4.0 angstrom
lateral offset: 1.2 angstrom
on-site energy difference: 6.0 eV
reference hopping: 1.0 eV
hopping decay length: 0.8 angstrom
anion displacement: 0.40 angstrom
dipole change, Berry phase: -0.9249 e angstrom
dipole change, open chains: -0.9249 e angstrom
dipole change, integrated Born charge: -0.9249 e angstrom
anion Born charge at start: -2.323 e
cation Born charge at start: 2.323 e
anion charge with frozen hopping: -1.910 e
mean anion charge on short path: -2.312 e
mean anion charge over full period: -2.000 e
mean charge on rest of period: -1.922 e
displacement inferred with starting charge: 0.398 angstrom
HAFNIA ESTIMATE
polarization: 50.0 uC/cm2
cell volume: 134.0 angstrom^3
active oxygens: 4
effective charge magnitude: 2.5 e
cell dipole: 4.182 e angstrom
signed displacement along P: -0.418 angstrom
displacement magnitude: 0.0418 nm
separation of opposite polar states: 0.836 angstrom
mean over all eight oxygens: 0.209 angstrom
polar axis, rough: 5.05 angstrom
spin-paired polarization quantum: 120.8 uC/cm2
neighbouring branch: -70.8 uC/cm2
naive signed displacement on that branch: 0.592 angstrom
NEGLECTED EFFECTS, ROUGH INPUTS
charge uncertainty: 0.2 e
magnitude at lower charge: 0.455 angstrom
magnitude at higher charge: 0.387 angstrom
other four oxygens move by: 0.020 angstrom
resulting displacement error: 0.020 angstrom
relative permittivity: 30
applied field: 3.0 MV/cm
linear polarization: 7.70 uC/cm2
error if linear part is left in: 0.064 angstrom
leakage current density: 0.010 A/cm2
pulse time: 100 microseconds
leakage charge in full switching reading: 1.00 uC/cm2
displacement error from leakage: 0.0042 angstrom
random-grain projection factor: 0.500
film polarization with random fixed axes: 25.0 uC/cm2
magnitude naively inferred from film: 0.209 angstrom
linear expansion coefficient: 6.0 1e-6/K
temperature rise: 100 K
error from volume change: 0.00075 angstrom
temperature for vibration: 300 K
oxygen vibration quantum: 40.0 meV
thermal rms displacement on one axis: 0.071 angstrom
uncompensated depolarizing field: 18.8 MV/cm
rough breakdown field: 4.0 MV/cm
```
